# Landau Thresholds and the Wigner Law in s-Wave Photodetachment, part 2

An electron with binding energy $A$ is detached by light of photon energy $\Omega=A+E$, polarized along a magnetic field in the $z$ direction. The question is when the sum over Landau levels (the ladder, $\sigma_B$) may be replaced by the field-free Wigner law $\sigma_0$. In atomic units, $\omega$ is the cyclotron energy, $E_n=(n+\tfrac12)\omega$ are the Landau energies, $\alpha$ is the fine-structure constant and $\rho^2=x^2+y^2$. "Force" means an interaction term added to the Hamiltonian.

The bound orbital, with $m=0$ ($m$ is the eigenvalue of $L_z$), is

$$\phi=N r\cos\theta\,e^{-\kappa r}=Nz\,e^{-\kappa r},\qquad \kappa=\sqrt{2A}. \tag{3}$$

It is bound by a nonlocal force that vanishes on even functions and so leaves the outgoing s wave free. Its dipole integral is $D=32\sqrt\pi\,\kappa^{-5/2}$. Treating the orbital as a point source gives

$$\sigma_B=2\alpha\Omega D^2K_B,\qquad K_B(E)=\omega\sum_{E_n<E}\frac{1}{\sqrt{2(E-E_n)}},\qquad \sigma_0=2\alpha\Omega D^2\sqrt{2E}. \tag{15}$$

For a plane wave with wave numbers $k_z$ along and $k_\perp$ across the field, the finite orbital changes the amplitude relative to $D$ to

$$1-\frac{9k_z^2+3k_\perp^2}{\kappa^2}, \tag{10}$$

so the relative loss in cross section is $(18k_z^2+6k_\perp^2)/\kappa^2$.

The transverse states, with $s=\omega\rho^2/2$ and Laguerre polynomials $L_n$, are

$$R_n=\sqrt{\frac{\omega}{2\pi}}\,e^{-s/2}L_n(s),\qquad |R_n(0)|^2=\frac{\omega}{2\pi}. \tag{12}$$

With $q(x)=\sqrt{2x}$ for $x>0$ and $q(x)=0$ otherwise,

$$\int_{E_{\rm lo}}^{E_{\rm hi}}\frac{dE'}{\sqrt{2(E'-E_n)}}\,\bigg|_{E'>E_n}=q(E_{\rm hi}-E_n)-q(E_{\rm lo}-E_n). \tag{16}$$

The mean over the flat window from $E-\omega/2$ to $E+\omega/2$ is therefore

$$\overline{K_B}(E)=\sum_{n=0}^{\infty}\left[q(E-n\omega)-q(E-(n+1)\omega)\right]=q(E)=\sqrt{2E},\qquad E\ge0. \tag{17}$$

The example uses $A=2$ eV, $\omega=1.0\times10^{-4}$ eV and $E=3.0\times10^{-4}$ eV.

### Other windows

A bin from $E_{\rm lo}$ to $E_{\rm hi}$ should be averaged in closed form. Summing (16) gives

$$\langle K_B\rangle=\frac{\omega}{E_{\rm hi}-E_{\rm lo}}\sum_n\left[q(E_{\rm hi}-E_n)-q(E_{\rm lo}-E_n)\right]. \tag{18}$$

This replaces sampling of a divergent function. If both arguments are positive and nearly equal, the subtraction loses digits. The identity $q_2^2-q_1^2=2(E_{\rm hi}-E_{\rm lo})$, with $q_1=q(E_{\rm lo}-E_n)$ and $q_2=q(E_{\rm hi}-E_n)$, gives the equivalent form

$$q_2-q_1=\frac{2(E_{\rm hi}-E_{\rm lo})}{q_2+q_1}.$$

A bin of width $M\omega$, with $M$ an integer, consists of $M$ adjoining windows of width $\omega$. If their centres are nonnegative, its average is the mean of the Wigner law at those centres. This differs slightly from the Wigner law at the centre of the whole bin, because the square root is curved. The centres have variance $(M^2-1)\omega^2/12$, and the second derivative of $q$ divided by $q$ is $-1/(4E^2)$. For $E\gg M\omega$ the leading relative difference is therefore

$$-\frac{(M^2-1)\omega^2}{96E^2}.$$

It is zero for $M=1$, as (17) requires.

When $\omega$ tends to zero, the ladder approaches the Wigner law at any fixed relative position between two thresholds. The sum in (15) is then a Riemann sum with step $\omega$ for $\int_0^E dE'/\sqrt{2(E-E')}=\sqrt{2E}$. The approach is not uniform in energy, because each threshold still carries a divergence while the spacing of the thresholds shrinks. The average over one spacing is free of these exceptions.

### A worked example

The model has $A=2$ eV, $\omega=1.0\times10^{-4}$ eV and $E=3.0\times10^{-4}$ eV. The cyclotron energy corresponds to a magnetic field of 0.864 T. The decay length of the orbital is $1/\kappa=1.380$ angstrom. This is small compared with the reduced wavelength $1/\sqrt{2E}=112.7$ angstrom and the magnetic length $1/\sqrt\omega=276.0$ angstrom, as the point-source approximation requires.

For a direct evaluation, insert $D^2=1024\pi/\kappa^5$ into $\sigma_0$ and use $\sqrt{2E}/\kappa=\sqrt{E/A}$ and $1/\kappa^2=1/(2A)$. One factor $1/\kappa^2$ is kept as an area, which gives

$$\sigma_0=\frac{2048\pi\alpha\Omega}{\kappa^4}\sqrt{\frac EA}
=\frac{1024\pi\alpha}{\kappa^2}\,\frac{\Omega}{A}\sqrt{\frac EA}. \tag{19}$$

The remaining factors are ratios of energies and can be evaluated in eV. With $\alpha\simeq1/137.036$,

$$\sigma_0\simeq23.48\times(1.380)^2\times1.00015\times\sqrt{1.5\times10^{-4}}
\simeq0.548\ \text{angstrom}^2.$$

In atomic units this is 1.956 bohr$^2$.

The contribution of one level relative to the Wigner value follows from (15):

$$\frac{\sigma_n}{\sigma_0}=\frac{\omega}{\sqrt{2(E-E_n)}\sqrt{2E}}=\frac{\omega}{2\sqrt{E(E-E_n)}}. \tag{20}$$

At $E=3\omega$ the three open levels have excess energies $2.5\omega$, $1.5\omega$ and $0.5\omega$. Their ratios are

$$\frac{1}{2\sqrt{7.5}}=0.1826,\qquad\frac{1}{2\sqrt{4.5}}=0.2357,\qquad\frac{1}{2\sqrt{1.5}}=0.4082.$$

Multiplication by $\sigma_0$ gives 0.1000, 0.1291 and 0.2236 angstrom$^2$. The sum is 0.4528 angstrom$^2$, or 0.827 of the Wigner value.

The window of width $\omega$ around this energy runs from $2.5\omega$ to $3.5\omega$. By (17), the three levels contribute the following fractions of $\sigma_0$ to the average:

$$\frac{\sqrt3-\sqrt2}{\sqrt3}=0.1835,\qquad
\frac{\sqrt2-1}{\sqrt3}=0.2391,\qquad
\frac1{\sqrt3}=0.5774.$$

The averages are 0.1005, 0.1310 and 0.3163 angstrom$^2$, and their sum is the Wigner value 0.5478 angstrom$^2$. The fourth level opens at the upper edge of the window and contributes nothing. The average of the third level exceeds its value at the centre by about 41 percent, because the window includes its divergence. The first two levels change little between centre and average.

A window of half this width, from $2.75\omega$ to $3.25\omega$, gives 0.4612 angstrom$^2$, or 0.842 of the Wigner value. It misses the strong part just above $2.5\omega$. The remaining two quarters of the full window must then average to

$$2\times0.5478-0.4612=0.6344\ \text{angstrom}^2.$$

A bin narrower than $\omega$ can therefore give a result that depends on where it is placed relative to the thresholds.

### The shape around a threshold

Between two thresholds every open term of $K_B$ decreases with energy, and no new term appears. With $\Omega$ held fixed, the cross section falls between thresholds, while the Wigner law rises. The following values, in angstrom$^2$, surround the third threshold at $2.5\times10^{-4}$ eV.

| $E$ ($10^{-4}$ eV) | Ladder | Wigner |
|---:|---:|---:|
| 2.490 | 0.271 | 0.499 |
| 2.501 | 5.271 | 0.500 |
| 2.510 | 1.850 | 0.501 |
| 2.600 | 0.760 | 0.510 |
| 3.400 | 0.374 | 0.583 |

At the second energy the excess above threshold is $0.001\omega$. Equation (20) gives the new level a ratio of $1/(2\sqrt{2.501\times0.001})\simeq10.0$, or about 5.00 angstrom$^2$. The two older levels add about 0.27 angstrom$^2$, which accounts for the listed value. At $0.1\omega$ above the threshold the ladder is still larger than the Wigner value, and at $0.9\omega$ above it is smaller.

### The finite size of the orbital in the field

Equation (10) can be used in the field as well. Near the axis, the exponential and the Laguerre polynomial give

$$\frac{R_n(\rho)}{R_n(0)}\simeq\left(1-\frac{\omega\rho^2}{4}\right)\left(1-\frac{n\omega\rho^2}{2}\right)\simeq1-\frac{E_n\rho^2}{2}.$$

A plane wave averaged over the azimuth behaves as $1-k_\perp^2\rho^2/4$. The correspondence is therefore $k_\perp^2=2E_n$, while $k_z^2=2(E-E_n)$. With $\kappa^2=2A$, the relative loss in level $n$ is

$$\frac{18k_z^2+6k_\perp^2}{\kappa^2}=\frac{18(E-E_n)+6E_n}{A}=\frac{18E-12E_n}{A}. \tag{21}$$

For the three open levels this is $2.4\times10^{-3}$, $1.8\times10^{-3}$ and $1.2\times10^{-3}$. Weighting by their cross sections gives $1.6\times10^{-3}$. Quadrature with the full Landau functions gives 0.4520 angstrom$^2$, which is lower than the ladder value by the same fraction. The averaging identity belongs to the point-source formula. With the real orbital, the average lies below the point-source Wigner value by a correction of this order. In the example the field-free cross section of the same orbital is reduced by nearly the same fraction ($1.50\times10^{-3}$ against $1.47\times10^{-3}$ for the average), so most of the correction cancels when the two are compared. Below the first threshold the cancellation is weaker; at $E=0.2\omega$ only about half cancels.

### Where the inverse square root stops

The ladder diverges at $E=E_n$ because the final electron was taken as free in the s wave and the atom as at rest. This section keeps the atom at rest. A real atom also scatters this wave. Let its scattering length be $a>0$, and let $a$ be small compared with the magnetic length. A contact force, meaning the interaction energy $2\pi a\,\delta^3(\mathbf r)$, reproduces this length to first order: for unit mass the first-order scattering amplitude is $-1/(2\pi)$ times the volume integral of the interaction energy, which is $-a$.

Projecting the contact force onto one transverse state gives a force along $z$ of strength

$$g=2\pi a|R_n(0)|^2=a\omega.$$

The longitudinal wave $f(z)$ obeys

$$-\frac12f''+g\,\delta(z)f=\frac{k_n^2}{2}f,\qquad k_n=\sqrt{2(E-E_n)}.$$

Integration across the origin gives $f'(0^+)-f'(0^-)=2gf(0)$. On the left take $f=e^{ik_nz}+r_ne^{-ik_nz}$, and on the right $f=t_ne^{ik_nz}$. Continuity gives $1+r_n=t_n$. The jump condition then reads

$$ik_nt_n-ik_n(1-r_n)=2ik_n(t_n-1)=2gt_n,\qquad t_n=\frac{1}{1+ig/k_n}.$$

A wave incident from the other side gives the same value at the origin. The density at the atom is therefore multiplied by

$$|t_n|^2=\frac{1}{1+(a\omega/k_n)^2}. \tag{22}$$

Numerical integration through a narrow barrier reproduced this factor within 0.5 percent for three combinations of wave number and strength.

The term $\omega/k_n$ in $K_B$ becomes $\omega k_n/[k_n^2+(a\omega)^2]$. It vanishes at the threshold and has its maximum $1/(2a)$ at $k_n=a\omega$. The inverse square root therefore requires

$$E-E_n\gg\frac{(a\omega)^2}{2}. \tag{23}$$

For $a=2$ angstrom the energy on the right is $2.6\times10^{-9}$ eV, or $2.6\times10^{-5}$ of the cyclotron energy. The table entries above the third threshold exceed it by at least $10^{-3}\omega$, well above this limit. For this $a$ they still change by 1 to 2 percent, with either sign, once the coupling to the other levels is included. The entry at 2.490 lies just below that threshold, and there (22) is not enough. The contact force also couples the open levels to the nearly open third one, which lowers the cross section by about 8 percent for this $a$.

The same factor can be carried through the average. With $E'=E_n+k^2/2$ and $dE'=k\,dk$, level $n$ contributes $\int dk\,k^2/(k^2+g^2)$. The ranges of $k$ for successive levels adjoin, by the same endpoints as in (17), and together they cover $0<k<\sqrt{2E}$. Hence

$$\overline{K_B}=\int_0^{\sqrt{2E}}\frac{k^2\,dk}{k^2+g^2}=\sqrt{2E}-g\arctan\frac{\sqrt{2E}}{g}. \tag{24}$$

The loss is at most $\pi a\omega/2$. Relative to $\sqrt{2E}$, this bound is

$$\frac{\pi}{2}\,\frac{2\times112.7}{(276.0)^2}\simeq0.005$$

in the example. Removing the divergence therefore has a small effect on the average in this estimate.

Equations (22) to (24) treat each Landau level separately and use a force that is correct to first order in $a$. Transitions between levels are left out, and they cancel most of the loss in (24). When a zero-range force couples all levels, $K_B$ becomes $K_B/[(1+aR)^2+(aK_B)^2]$, where $R=\sqrt{\omega/2}\,\zeta(\tfrac12,\delta)$ is the regularized sum over closed levels, $\zeta$ is the Hurwitz zeta function and $\delta\omega$ is the distance to the next threshold. For $a=2$ angstrom the average then changes by $-0.09$ percent at $E=3\omega$, against $-0.46$ percent from (24), and by $+0.1$ percent at $E=0.8\omega$. Equation (24) should therefore not be applied as a correction. The s-wave force also changes the final wave inside the orbital, and with it the effective value of $D$. This change need not be small. Outside the range of the force a slow s wave is proportional to $1-a/r$. If this form is used over the whole orbital, $D$ is multiplied by $1-a\kappa/4$, because the mean of $1/r$ with weight $r^4e^{-\kappa r}$ is $\kappa/4$. For $a=2$ angstrom the factor is about 0.64, which lowers the cross section to about 0.4 of its value without scattering. To leading order the factor is the same with and without the field, so it cancels in the ratio $\sigma_B/\sigma_0$. The absolute cross sections of the example belong to the model orbital (3) and its nonlocal force, and they should not be read as values for a real anion even when $a$ is small. The oscillator strengths of the model sum to 7, where a local potential gives 1. Local square wells of radius 1 to 4 bohr with a p state bound by the same 2 eV give only 0.0014 to 0.005 angstrom$^2$ at the same $E$. The ratio $\sigma_B/\sigma_0$ is the transferable result.

For negative $a$ the one-level estimate needs an additional state. The function $e^{-b|z|}$ satisfies the jump condition when $b=-g=|a|\omega$, so it lies $(a\omega)^2/2$ below the threshold. The sum over continuum states above the threshold then does not contain the whole response.

### Using the result

For energies resolved on a scale smaller than $\omega$, use the ladder and average each bin with (18). This holds for an atom at rest. An ion with speed $v$ sees a Doppler shift $\Omega v/c$ and a motional electric field that spreads each threshold over about $v\sqrt\omega$. For mass 32 u and the parameters of the example these widths are about $0.002\omega$ and $0.01\omega$ at 4 K, and $0.02\omega$ and $0.09\omega$ at 300 K. Both far exceed the limit (23), so for such ions motion removes the divergence first, and the peak entries of the table are not reached. For a window of width $\omega$, the Wigner law at its centre is sufficient within the point-source model. If the bound electron can occupy several Zeeman components, each has its own threshold shift and must be treated separately before the contributions are added. The ladder (15) applies only where the light produces an outgoing s wave. For p orbitals and light polarized along the field, this is the case for $m=0$ alone. The numerical output below gives the inputs and the values used in the example.

## Computed results

```
binding energy A = 2.000 eV
cyclotron energy omega = 0.000100 eV
magnetic field = 0.8638 T
energy above field-free threshold E = 0.000300 eV
photon energy = 2.000300 eV
orbital decay length 1/kappa = 1.3802 angstrom
magnetic length 1/sqrt(omega) = 276.04 angstrom
reduced wavelength 1/k at E = 112.69 angstrom
dipole integral D = 126.9378 angstrom^(5/2)
n=0: threshold = 0.000050 eV, sigma at E = 0.10001 angstrom^2
n=1: threshold = 0.000150 eV, sigma at E = 0.12912 angstrom^2
n=2: threshold = 0.000250 eV, sigma at E = 0.22364 angstrom^2
ladder cross section at E = 0.45277 angstrom^2
Wigner cross section at E = 0.54780 angstrom^2
Wigner cross section at E = 1.95622 bohr^2
ratio ladder/Wigner at E = 0.82652
n=0: average over window omega = 0.10052 angstrom^2
n=1: average over window omega = 0.13100 angstrom^2
n=2: average over window omega = 0.31627 angstrom^2
n=3: average over window omega = 0.00000 angstrom^2
sum of window averages = 0.54780 angstrom^2
average over window omega/2 = 0.46124 angstrom^2
scan at fixed photon-energy prefactor:
E = 0.0002400 eV: ladder = 0.28141, Wigner = 0.48996 angstrom^2
E = 0.0002490 eV: ladder = 0.27103, Wigner = 0.49907 angstrom^2
E = 0.0002501 eV: ladder = 5.27052, Wigner = 0.50017 angstrom^2
E = 0.0002510 eV: ladder = 1.85024, Wigner = 0.50107 angstrom^2
E = 0.0002600 eV: ladder = 0.75997, Wigner = 0.50997 angstrom^2
E = 0.0003000 eV: ladder = 0.45277, Wigner = 0.54780 angstrom^2
E = 0.0003400 eV: ladder = 0.37427, Wigner = 0.58317 angstrom^2
full Landau-function cross section = 0.45203 angstrom^2
its relative deficit from ladder = 1.635e-03
field-free deficit from Wigner = 1.499e-03
field-free d/s cross-section ratio = 7.202e-08
diamagnetic shift of orbital = 9.375e-10 eV
scattering length a = 2.00 angstrom
cutoff energy (a omega)^2/2 = 2.625e-09 eV
cutoff energy / omega = 2.625e-05
```
